# Thermal Release of an Electron Trap at Two Resist Temperatures

## Problem

A low-energy electron left behind by an exposure is caught in a trap inside a polymer resist. It needs an energy $E=0.80$ eV to reach the lowest mobile state, and the attempt frequency is $\nu=10^{13}$ per second.

(a) Show how the mean release time depends on temperature, and estimate it at 300 K and at 380 K.

(b) By what factor does the hotter resist shorten it, and how sensitive is the answer to the inputs?

(c) The traps are filled at 300 K and the resist is then heated at 8 K/s. At what temperature do the electrons leave?

(d) Which neglected effects could change the estimate most?

For (a) and (b), take each temperature as constant, the electric field as zero and all traps as alike. Let $E$ and $\nu$ be the same at both temperatures. There is no extra barrier to capture, and a trapped electron is not consumed by a chemical reaction. "Release" means one escape from one trap, not departure from the film.

## Solution

### (a) The release time

**The Boltzmann factor.** The energy for release comes from vibrations of the material. Consider one vibrational mode with energy quantum $q$, and let $j$ quanta supply the energy, so that $jq=E$. The part of the coupling that absorbs $j$ quanta contains $\hat a^{\,j}$, where $\hat a$ lowers the oscillator by one level. The part that emits them contains $(\hat a^\dagger)^j$ with a coefficient of the same magnitude, because the Hamiltonian is Hermitian. For an oscillator in level $n$, the squared matrix elements are

$$
|\langle n-j|\hat a^{\,j}|n\rangle|^2=\frac{n!}{(n-j)!},\qquad
|\langle n+j|(\hat a^\dagger)^j|n\rangle|^2=\frac{(n+j)!}{n!}.
$$

In thermal equilibrium level $n$ has a weight proportional to $x^n$, with $x=e^{-q/kT}$. Absorption requires $n\ge j$. Setting $n=l+j$ in its thermal sum gives

$$
\sum_{n\ge j}x^n\frac{n!}{(n-j)!}
=x^j\sum_{l\ge0}x^l\frac{(l+j)!}{l!}.
$$

The sum on the right is the thermal sum for emission. All other factors are common to the two rates, so

$$
\frac{\text{upward rate}}{\text{downward rate}}=x^j=e^{-jq/kT}=e^{-E/kT}.
$$

The size of the quantum has dropped out; the total energy remains. For a mobile state with additional kinetic energy $\varepsilon$, the same argument gives $e^{-(E+\varepsilon)/kT}$.

**The prefactor.** Suppose that mobile electrons behave as free particles of mass $m$ in a volume $V$, and that a trap captures them with a constant cross-section $\sigma$. An electron of speed $v$ is then captured at the rate $\sigma v/V$. The reverse rate, from the trap into that state, is $(\sigma v/V)e^{-(E+\varepsilon)/kT}$.

If spin is conserved, the number of available states in a momentum interval is $V\,4\pi p^2dp/h^3$. With $v=p/m$ and $\varepsilon=p^2/2m$, the total release rate is

$$
r=e^{-E/kT}\,\frac{4\pi\sigma}{mh^3}
\int_0^\infty p^3e^{-p^2/(2mkT)}\,dp .
$$

Substitute $u=p^2/(2mkT)$. Then $p\,dp=mkT\,du$ and $p^3dp=2(mkT)^2u\,du$. Since $\int_0^\infty ue^{-u}du=1$,

$$
r=\nu e^{-E/kT},\qquad
\nu=\frac{8\pi\sigma m(kT)^2}{h^3}.
$$

In this model the attempt frequency therefore measures how readily the trap captures an electron. With the free-electron mass, $\nu=10^{13}$ per second at 300 K corresponds to $\sigma=7.41$ nm². The basic estimate ignores the factor $T^2$ and keeps $\nu$ constant; part (d) restores it.

**The mean time.** Let $S(t)$ be the probability that the electron is still trapped. A constant release rate gives

$$
\frac{dS}{dt}=-rS,\qquad S(0)=1,\qquad S(t)=e^{-rt}.
$$

The probability of release between $t$ and $t+dt$ is $re^{-rt}dt$. Integration by parts then gives the mean time,

$$
\tau=\int_0^\infty t\,re^{-rt}dt
=\left[-te^{-rt}\right]_0^\infty+\int_0^\infty e^{-rt}dt
=\frac1r=\frac{e^{E/kT}}{\nu}.
$$

After one time $\tau$, a fraction $1/e$, or about 37 percent, is still trapped.

**The numbers.** At 300 K, $kT=0.02585$ eV and $E/kT=30.945$. The Boltzmann factor is $3.636\times10^{-14}$, so

$$
\tau(300\,\mathrm K)=\frac{1}{10^{13}\times3.636\times10^{-14}}\,\mathrm s
=2.75\,\mathrm s.
$$

At 380 K, $kT=0.03275$ eV and $E/kT=24.431$. The Boltzmann factor is $2.454\times10^{-11}$, so

$$
\tau(380\,\mathrm K)=\frac{1}{10^{13}\times2.454\times10^{-11}}\,\mathrm s
=4.07\times10^{-3}\,\mathrm s.
$$

Rounded as an estimate, the release time falls from about 3 s to 4 ms.

### (b) The shortening and its sensitivity

Write $T_1=300$ K and $T_2=380$ K. With $\nu$ constant, it cancels from the ratio:

$$
\frac{\tau_1}{\tau_2}
=\exp\left[\frac Ek\left(\frac1{T_1}-\frac1{T_2}\right)\right]
=\exp\left[\frac{E}{kT_1}\,\frac{T_2-T_1}{T_2}\right].
$$

The exponent is $30.945\times80/380=6.515$, and the factor is 675. The absolute temperature rises by only 27 percent, but it acts on a large exponent.

The local sensitivity follows from $\ln\tau=E/kT-\ln\nu$:

$$
\frac{d\ln\tau}{dT}=-\frac{E}{kT^2}=-0.1032\ \mathrm{K^{-1}}
\quad\text{at 300 K}.
$$

One kelvin of heating thus shortens the time by about 10 percent. This initial slope cannot be carried across the whole interval. It would give the exponent $(E/kT_1)(T_2-T_1)/T_1$, which is too large by the factor $T_2/T_1$. The resulting shortening would be 3836 instead of 675.

The trap energy matters just as strongly. Raising $E$ by $kT\ln10=0.0595$ eV makes the release at 300 K ten times slower. By contrast, a tenfold error in a constant $\nu$ changes both times tenfold but leaves their ratio alone. An absolute time therefore requires both $E$ and $\nu$; the ratio requires $E$ and the two temperatures.

The exponential law also has a lower limit of use. As $E/kT$ approaches zero, the formula gives $\tau\to1/\nu$. A trap so shallow no longer holds the electron long enough for separate, thermally averaged escapes, so the rate picture fails there.

### (c) Release while the resist is heating

Let the temperature rise as $T=T_1+\beta t$, with $\beta=8$ K/s. The rate now changes with time, and integration of $dS/S=-r\,dt$, with $dt=dT/\beta$, gives

$$
\ln S=-\frac1\beta\int_{T_1}^{T}r(T')\,dT'.
$$

For a small temperature rise, $\ln r$ may be replaced by its tangent at $T_1$. Then $r\simeq e^{st}/\tau_1$, where

$$
s=\frac{\beta E}{kT_1^2}=8\times0.1032\ \mathrm{s^{-1}}
=0.826\ \mathrm{s^{-1}}.
$$

The trapped fraction reaches $1/e$ when the accumulated release equals one:

$$
\frac{e^{st}-1}{s\tau_1}=1,\qquad
t=\frac{\ln(1+s\tau_1)}s\simeq1.4\ \mathrm s.
$$

Integration with the full temperature dependence gives 1.45 s and 311.6 K. The tangent result is slightly early because the slope of $\ln r$ decreases as the material warms. One percent remains at 324.6 K. This holds for equal traps; with the 0.050 eV spread of depths used in part (d), 17 percent remain at 324.6 K and 1.5 percent at 350 K. The ramp takes 10 s to reach 380 K, so nearly all the electrons have left their original traps well before that temperature. Repeated trapping would delay their departure from the film.

The 4 ms result therefore describes an electron captured in material that is already at 380 K. To bring filled traps to 380 K, the heating must be much faster. Near the top of the ramp, $r\simeq r_2\exp[-E(T_2-T)/(kT_2^2)]$. Its integral over temperature is approximately

$$
r_2\frac{kT_2^2}{E}
=\frac{1}{0.00407\ \mathrm s}\times\frac{380\ \mathrm K}{24.431}
\simeq4\times10^3\ \mathrm{K/s}.
$$

Most electrons survive the heating if $\beta$ is much greater than this value.

### (d) What the simple model leaves out

**Changes of prefactor and depth.** If $\sigma$ is constant, $\nu$ grows by $(380/300)^2=1.604$, and the hot time becomes 2.54 ms. Separately, suppose that the trap becomes shallower by 0.30 meV for each kelvin above 300 K. At 380 K it has lost 0.024 eV, and the time becomes 1.96 ms with $\nu$ held constant. Either change leaves a time of a few milliseconds.

**An electric field.** Take a charging field $F=0.10$ MV/cm, which is 0.01 V/nm, and a relative permittivity $\varepsilon_r=3.0$. If the empty trap carries one positive elementary charge, the departing electron has, along the easiest direction, the potential energy

$$
U(x)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r x}-eFx.
$$

Its maximum satisfies

$$
\frac{e^2}{4\pi\varepsilon_0\varepsilon_r x_m^2}=eF,
\qquad x_m=\sqrt{\frac{e}{4\pi\varepsilon_0\varepsilon_rF}}.
$$

At $x_m$ the two terms of $U$ are equal, so the top lies below the zero-field edge by

$$
\Delta E=2eFx_m=e\sqrt{\frac{eF}{\pi\varepsilon_0\varepsilon_r}}
=0.139\ \mathrm{eV}.
$$

This is the Poole-Frenkel lowering. Its effect is large because 0.139 eV is more than five times $kT$ at 300 K. The lowering is smaller in other directions, so using this value for all of them overstates the release rate. At 300 K the maximum lowering speeds release by a factor of 213; averaging the rate over all directions, with no lowering against the field, gives about 33. For an electron that diffuses or hops out of the Coulomb well, Onsager's dissociation theory gives about 13. The estimate also treats the trap as isolated. Since $x_m=6.9$ nm, it fails if traps about 10 nm apart are mostly empty and charged.

A neutral empty trap has no long-range Coulomb attraction. If its potential extends over $R=1.0$ nm, the lowering is at most about $eFR=0.010$ eV, reached along the easiest direction. This is a much weaker effect.

The table compares these cases. Each row changes one feature of the basic model; the other settings are held fixed.

| Case | Time at 300 K (s) | Time at 380 K (ms) | Shortening |
|:--|--:|--:|--:|
| Basic model | 2.75 | 4.07 | 675 |
| $\nu$ grows as $T^2$ | 2.75 | 2.54 | 1080 |
| Depth falls on heating | 2.75 | 1.96 | 1400 |
| Neutral trap, maximum lowering | 1.87 | 3.0 | 620 |
| Charged trap, maximum lowering | 0.0129 | 0.059 | 220 |

The field shortens the absolute times but reduces the benefit of heating, because a smaller barrier has a weaker temperature dependence.

**Unequal traps.** Let the depths have a Gaussian distribution about 0.80 eV with standard deviation $w=0.050$ eV. For a deviation $\delta$, the release time is multiplied by $e^{\delta/kT}$. Completing the square in the average gives

$$
-\frac{\delta^2}{2w^2}+\frac{\delta}{kT}
=-\frac{(\delta-w^2/kT)^2}{2w^2}+\frac{w^2}{2(kT)^2}.
$$

The first term integrates to one with the Gaussian normalization. The mean time is therefore multiplied by $e^{w^2/2(kT)^2}=6.49$ at 300 K. Half the traps still have time constants below 2.75 s, since $\tau$ increases steadily with depth; the deep traps produce the long mean.

**Tunnelling.** A uniform field turns the barrier into a triangle of length $E/eF$. The semiclassical exponent, with $y=E-eFx$, is

$$
\frac{2}{\hbar}\int_0^{E/eF}\!\!\sqrt{2m(E-eFx)}\,dx
=\frac{2\sqrt{2m}}{\hbar eF}\int_0^E\!\!\sqrt y\,dy
=\frac{4\sqrt{2m}\,E^{3/2}}{3\hbar eF}.
$$

It equals 489 here, against 30.9 for thermal release at 300 K, so direct tunnelling from the trap level into the mobile states is negligible. An electron can also be partly excited by heat and then tunnel through the thin top of the barrier. For the triangular barrier, a one-dimensional semiclassical estimate of this path raises the 300 K rate by a factor of about 1.7. This overstates the effect, because the triangle exists only along the field; for a point-like neutral trap in three dimensions the gain is about 2 percent. For the rounded barrier of the charged trap the gain is only about 1 percent. The exponents for direct tunnelling through the triangle and for thermal release would become equal at 1.58 MV/cm if the thermal barrier were held at 0.80 eV. Tunnelling matters well below this field: at 1 MV/cm the heat-assisted path already raises the 300 K rate about 50-fold in the one-dimensional estimate and about 6-fold for a point-like trap in three dimensions.

For tunnelling between equal traps a distance $d$ apart, the exponent is $2d\sqrt{2mE}/\hbar$. It equals the thermal exponent at 300 K when $d=3.38$ nm. At a trap density of $10^{18}$ per cm³, the volume per trap is a cube of side 10 nm, and at that distance this path is negligible. Close pairs are not rare, however: if the traps are placed at random, about 15 percent have a neighbour within 3.38 nm, and tunnelling can then compete with thermal release if that neighbour is empty and equally deep.

**Repeated trapping.** Suppose that each release carries the electron to a neighbouring trap layer, 10 nm up or down with equal probability. A 100 nm film then has $N=10$ intervals. If $M_i$ is the mean number of releases needed from layer $i$,

$$
M_i=1+\tfrac12(M_{i-1}+M_{i+1}),\qquad M_0=M_N=0.
$$

The solution is $M_i=i(N-i)$, because the average of its two neighbouring values is $i(N-i)-1$. From the centre, $M_5=25$. With flight times neglected, leaving the film takes 68.8 s at 300 K and 102 ms at 380 K. The shortening is still 675 because the number of releases was held fixed. The 10 nm unbiased step is an assumption, not a consequence of the other inputs. Free electrons with $\sigma=7.41$ nm² would fly 135 nm between captures at this trap density, farther than the film is thick, and need only about 2 releases. Diffusing electrons with a mean free path between 5 and 0.5 nm would need about 10 to 70. A field of 0.10 MV/cm drops 0.1 eV over one 10 nm step, drives 98 percent of the steps one way at 300 K, and cuts the number from 25 to about 5.

**Crowding of the mobile states.** The trap density is 0.040 of the effective density of free states at 300 K. Even if every trap released its electron at once, Boltzmann statistics would remain a good approximation in the free-electron model.

### Comparison with a real resist

The film thickness and permittivity are in the range of a PMMA-like electron-beam resist; the two temperatures are chosen for illustration. The trap depth, trap density and charging field are round model inputs, and real values depend on the material and the exposure. The field and the density are also chosen separately. If every trap in the 100 nm film carried an uncompensated charge, the field would reach several MV/cm; a field of 0.10 MV/cm corresponds to a net charge on only a few percent of the traps. Mobile electrons in such a polymer are better pictured as hopping between localized states than as free particles, so the cross-section of 7.41 nm² is an interpretation of $\nu$, not a property of PMMA.

Three assumptions deserve particular caution. The spread of trap depths enters through the exponential of its square: a width of 0.10 eV instead of 0.050 eV would multiply the mean time at 300 K by about 1800 instead of 6.49. With charged traps, the stated field can shorten the 300 K time by a factor of up to about 200 through barrier lowering at $\varepsilon_r=3.0$; this upper value becomes about 520 at $\varepsilon_r=2.2$ and 130 at $\varepsilon_r=3.6$, and averaging over directions lowers it several-fold. Also, 380 K is roughly the glass transition temperature of PMMA, where moving chains may alter or remove traps. The fixed-trap model cannot say how far this would move the 4 ms estimate. The main inputs and results are collected in the numerical output below.

## Numbers as computed

```
Activation energy: 0.80 eV
Attempt frequency: 1.0e+13 1/s
Temperature: 300 K
  kT: 0.02585 eV
  E/kT: 30.945 (no unit)
  Boltzmann factor: 3.636e-14
  mean release time: 2.75 s
Temperature: 380 K
  kT: 0.03275 eV
  E/kT: 24.431 (no unit)
  Boltzmann factor: 2.454e-11
  mean release time: 0.004074 s
Hot release time: 4.07 ms
Shortening factor: 675.1 (no unit)
Log of shortening factor: 6.515 (no unit)
Slope of ln(tau) at 300 K: -0.1032 1/K
Factor from initial slope: 3836 (no unit)
Energy for tenfold time at 300 K: 0.0595 eV
Capture cross-section implied: 7.41 nm2
Growth of nu by T squared: 1.604 (no unit)
Hot time with this growth: 2.54 ms
Heating ramp: 8.0 K/s
1/e still trapped at: 311.6 K
Time to reach 1/e: 1.45 s
1 percent still trapped at: 324.6 K
Trap-depth spread: 0.050 eV
Mean-time factor from spread, 300 K: 6.49
Assumed fall of depth: 0.30 meV/K
Hot time with falling depth: 1.96 ms
Charging field: 0.10 MV/cm
Relative permittivity: 3.0 (no unit)
Maximum Poole-Frenkel lowering: 0.1386 eV
Poole-Frenkel time at 300 K: 12.93 ms
Poole-Frenkel time at 380 K: 59.2 us
Neutral trap radius: 1.0 nm
Neutral-trap lowering: 0.010 eV
Neutral-trap time at 300 K: 1.87 s
Field tunnelling exponent: 488.8 (no unit)
log10(field tunnelling rate in 1/s): -199.3
Equal-exponent field at 300 K: 1.58 MV/cm
Trap density: 1.0e+18 1/cm3
Mean trap spacing: 10.0 nm
log10(trap tunnelling rate in 1/s): -26.8
Equal-exponent distance at 300 K: 3.38 nm
Film thickness: 100 nm
Mean releases to leave film: 25.0 (no unit)
Film exit time at 300 K: 68.8 s
Film exit time at 380 K: 102 ms
Free-state density at 300 K: 2.51e+19 1/cm3
Trap density / free-state density: 0.040
```
